**Mobility ratio for a power-law percolation mobility**

For a drift mobility proportional to $u^\gamma$, with $u=V_G-V_T$ the gate overdrive, the transconductance mobility $\mu_{FE}$ is $(1+\gamma)$ times the conductance mobility $\mu_{con}$ at small drain voltage $V_D$. The program solves current continuity along the channel numerically, differentiates the current with respect to gate voltage, and applies the two extraction definitions. It asserts the ratio for $\gamma=-0.2$, 0, 0.2 and 0.8. It also asserts the finite-$V_D$ corrections, the effect of a threshold error, the tangent intercept, the effect of a separate percolation voltage, and that of contact resistance. For the example with $\gamma=0.2$ and $V_D=0.1$ V, the output gives $\mu_{con}=10.80$ and $\mu_{FE}=13.00$ cm²/Vs, a ratio of 1.204. Among the neglected effects sized for this example, a contact resistance of 20 Ω cm changes the ratio most, by −5.3 %. The band-filling, centroid, leakage and heating figures are rough estimates from simple models.

## Program and output

```python
"""
Result under test: if the drift mobility in a thin-film transistor follows
mu = mu_ref*(u/v_ref)**gamma, with u = V_G - V_T the gate overdrive, then for
small drain voltage the transconductance mobility mu_FE = L*g_m/(W*C*V_D) is
(1 + gamma) times the conductance mobility mu_con = L*I_D/(W*C*u*V_D).
W, L: channel width and length; C: gate capacitance per area; I_D: drain
current; g_m: derivative of I_D with respect to V_G at fixed V_D.
The current is found by solving continuity along the channel numerically.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Round example parameters; lengths in cm, capacitance in F/cm2
width, length = 100e-4, 20e-4
oxide_nm, eps_oxide = 100.0, 3.9
cap = eps_oxide * sc.epsilon_0 / (oxide_nm * 1e-9) * 1e-4
mu_ref, v_ref, gamma0 = 10.0, 10.0, 0.2
v_t, v_g, v_d = 1.0, 16.0, 0.1
u0 = v_g - v_t
tiny_vd = 1e-3


def drain_current(u, vd, gamma, r_total=0.0, offset=0.0):
    """Shooting solution; offset = V_P - V_T shifts the mobility law.
    Half of r_total sits at the source and half at the drain."""
    def sheet_conductance(local_u):
        mobility = mu_ref * ((local_u - offset) / v_ref) ** gamma
        return cap * mobility * local_u

    scale = width / length * sheet_conductance(u) * vd

    def miss(y):
        current = y * scale
        start = current * r_total / 2
        sol = solve_ivp(
            lambda s, v: current * length / (width * sheet_conductance(u - v)),
            (0.0, 1.0), [start], method="DOP853", rtol=1e-11, atol=1e-14)
        assert sol.success
        return (sol.y[0, -1] + current * r_total / 2 - vd) / vd

    return scale * brentq(miss, 0.0, 1.05, xtol=1e-13, rtol=1e-13)


def extract(u, vd, gamma, assumed_u=None, **kw):
    """Apply the measuring definitions to the simulated current."""
    step = 0.02
    current = drain_current(u, vd, gamma, **kw)
    gm = (drain_current(u + step, vd, gamma, **kw)
          - drain_current(u - step, vd, gamma, **kw)) / (2 * step)
    divisor = u if assumed_u is None else assumed_u
    mu_con = current * length / (width * cap * vd * divisor)
    mu_fe = gm * length / (width * cap * vd)
    return current, gm, mu_con, mu_fe, mu_fe / mu_con


# Main result, for several exponents including zero and a negative one
limit_ratios = {}
for g in (-0.2, 0.0, 0.2, 0.8):
    limit_ratios[g] = extract(u0, tiny_vd, g)[4]
    assert abs(limit_ratios[g] - (1 + g)) < 1e-4

# Conductance mobility returns the drift mobility itself
mu_drift = mu_ref * (u0 / v_ref) ** gamma0
i_lim, gm_lim, con_lim, fe_lim, ratio_lim = extract(u0, tiny_vd, gamma0)
assert abs(con_lim / mu_drift - 1) < 1e-4

# Finite drain voltage: first-order law, then mean-overdrive law
i_d, g_m, mu_con, mu_fe, ratio = extract(u0, v_d, gamma0)
assert abs(ratio / (1 + gamma0) - (1 + v_d / (2 * u0))) < 5e-5
mid_u = 5.0 - 0.5
mid_ratio = extract(5.0, 1.0, 0.8, assumed_u=mid_u)[4]
mid_formula = 1.8 * (1 - 0.8 * 1.0 ** 2 / (12 * mid_u ** 2))
assert abs(mid_ratio - mid_formula) < 1e-4
assert abs(mid_ratio - 1.8) > 1e-3

# Threshold error and tangent intercept
delta = 0.5
ratio_delta = extract(u0, tiny_vd, gamma0, assumed_u=u0 - delta)[4]
assert abs(ratio_delta - (1 + gamma0) * (1 - delta / u0)) < 1e-4
intercept = v_g - i_lim / gm_lim
assert abs(intercept - (v_t + u0 * gamma0 / (1 + gamma0))) < 2e-3

# Mobility law that starts at its own percolation voltage
offset = 2.0
ratio_offset = extract(u0, tiny_vd, gamma0, offset=offset)[4]
assert abs(ratio_offset - (1 + gamma0 * u0 / (u0 - offset))) < 1e-4

# Contact resistance, rough width-normalised value in ohm cm
r_contact_width = 20.0
r_contact = r_contact_width / width
r_channel = tiny_vd / i_lim
ratio_contact = extract(u0, tiny_vd, gamma0, r_total=r_contact)[4]
assert abs(ratio_contact - (1 + gamma0) / (1 + r_contact / r_channel)) < 1e-4

# Warming by 30 K with a rough threshold drift of -10 mV/K, old V_T kept
warming, drift = 30.0, 0.010
ratio_warm = extract(u0 + warming * drift, tiny_vd, gamma0, assumed_u=u0)[4]

# Band filling: one two-dimensional subband, rough mass 0.34 m_e, 300 K
kt = sc.k * 300.0
dos = 0.34 * sc.m_e / (np.pi * sc.hbar ** 2)
cap_si = cap * 1e4


def fermi(n):
    return kt * np.log(np.expm1(n / (dos * kt)))


n_threshold = cap_si * kt / sc.e ** 2


def density(u):
    def miss(n):
        return (sc.e * n / cap_si
                + (fermi(n) - fermi(n_threshold)) / sc.e - u)
    return brentq(miss, n_threshold, 2 * cap_si * u / sc.e, rtol=1e-13)


log_slope = (np.log(density(u0 * 1.001) / density(u0 * 0.999))
             / np.log(1.001 / 0.999))
n_sheet = density(u0)

# Charge centroid 3 nm deep in a film of relative permittivity 10 (rough)
cap_loss = 1 / (1 + (3.0 / 10.0) / (oxide_nm / eps_oxide)) - 1

# Oxide field, Fowler-Nordheim leakage (barrier 3.3 eV, mass 0.4, rough)
field = u0 / (oxide_nm * 1e-9)
barrier, m_ox = 3.3 * sc.e, 0.4
prefactor = sc.e ** 3 / (16 * np.pi ** 2 * sc.hbar * barrier * m_ox)
exponent = (4 * np.sqrt(2 * m_ox * sc.m_e) * barrier ** 1.5
            / (3 * sc.e * sc.hbar * field))
area = width * length * 1e-4
log_leak = (np.log10(prefactor * field ** 2 * area / i_d)
            - exponent / np.log(10))
assert log_leak < -10

# Heat flow through the oxide only, conductivity 1.4 W/(m K), rough
heating = i_d * v_d / area * oxide_nm * 1e-9 / 1.4


def change(value):
    return 100 * (value / (1 + gamma0) - 1)


print(f"Channel width, length: {width*1e4:.0f}, {length*1e4:.0f} um")
print(f"Oxide thickness: {oxide_nm:.0f} nm, permittivity {eps_oxide}")
print(f"V_T, V_G, V_D: {v_t:.1f}, {v_g:.1f}, {v_d:.1f} V")
print(f"Overdrive u: {u0:.1f} V; exponent gamma: {gamma0}")
print(f"Mobility {mu_ref:.1f} cm2/Vs at overdrive {v_ref:.1f} V")
print(f"Gate capacitance: {cap*1e9:.2f} nF/cm2")
print(f"Drift mobility at u: {mu_drift:.3f} cm2/Vs")
print(f"Drain current at V_D: {i_d*1e6:.4f} uA")
print(f"Transconductance at V_D: {g_m*1e6:.5f} uS")
print(f"mu_con at V_D: {mu_con:.3f} cm2/Vs")
print(f"mu_FE at V_D: {mu_fe:.3f} cm2/Vs")
print(f"Ratio at V_D: {ratio:.5f}")
print(f"Small-V_D limit taken at: {tiny_vd*1e3:.0f} mV")
print(f"mu_con, mu_FE in limit: {con_lim:.3f}, {fe_lim:.3f} cm2/Vs")
for g, r in limit_ratios.items():
    print(f"Limit ratio, gamma {g:+.1f}: {r:.5f}")
print(f"Mean-overdrive test (u=5 V, V_D=1 V, gamma=0.8): {mid_ratio:.5f}")
print(f"Mean-overdrive formula: {mid_formula:.5f}")
print(f"Tangent intercept voltage: {intercept:.3f} V")
print("Changes of the ratio relative to 1+gamma:")
print(f"  finite V_D: {change(ratio):+.2f} %")
print(f"  V_T assumed {delta} V too high: {change(ratio_delta):+.2f} %")
print(f"  V_P above V_T by {offset} V: {change(ratio_offset):+.2f} %")
print(f"  contacts, {r_contact_width:.0f} ohm cm: "
      f"{change(ratio_contact):+.2f} %")
print(f"  warming {warming:.0f} K, V_T drift -{drift*1e3:.0f} mV/K: "
      f"{change(ratio_warm):+.2f} %")
print(f"  band filling: {100*(log_slope-1):+.2f} %")
print(f"Ratio with V_P offset: {ratio_offset:.4f}")
print(f"Ratio with contacts: {ratio_contact:.4f}")
print(f"Contact, channel resistance: {r_contact/1e3:.2f}, "
      f"{r_channel/1e3:.2f} kohm")
print(f"Sheet density: {n_sheet*1e-4:.3e} cm^-2")
print(f"Fermi level above subband edge: {fermi(n_sheet)/sc.e*1e3:.1f} meV")
print(f"Thermal energy at 300 K: {kt/sc.e*1e3:.1f} meV")
print(f"Capacitance change from centroid: {100*cap_loss:+.2f} %")
print(f"Oxide field: {field*1e-8:.2f} MV/cm (breakdown roughly 10)")
print(f"log10(tunnel leakage / drain current): {log_leak:.0f}")
print(f"Self-heating across oxide: {heating:.1e} K")
print("verified")
```

Running it gives:

```
Channel width, length: 100, 20 um
Oxide thickness: 100 nm, permittivity 3.9
V_T, V_G, V_D: 1.0, 16.0, 0.1 V
Overdrive u: 15.0 V; exponent gamma: 0.2
Mobility 10.0 cm2/Vs at overdrive 10.0 V
Gate capacitance: 34.53 nF/cm2
Drift mobility at u: 10.845 cm2/Vs
Drain current at V_D: 2.7974 uA
Transconductance at V_D: 0.22454 uS
mu_con at V_D: 10.801 cm2/Vs
mu_FE at V_D: 13.005 cm2/Vs
Ratio at V_D: 1.20401
Small-V_D limit taken at: 1 mV
mu_con, mu_FE in limit: 10.844, 13.014 cm2/Vs
Limit ratio, gamma -0.2: 0.80003
Limit ratio, gamma +0.0: 1.00003
Limit ratio, gamma +0.2: 1.20004
Limit ratio, gamma +0.8: 1.80006
Mean-overdrive test (u=5 V, V_D=1 V, gamma=0.8): 1.79409
Mean-overdrive formula: 1.79407
Tangent intercept voltage: 3.500 V
Changes of the ratio relative to 1+gamma:
  finite V_D: +0.33 %
  V_T assumed 0.5 V too high: -3.33 %
  V_P above V_T by 2.0 V: +2.57 %
  contacts, 20 ohm cm: -5.32 %
  warming 30 K, V_T drift -10 mV/K: -1.96 %
  band filling: +0.93 %
Ratio with V_P offset: 1.2308
Ratio with contacts: 1.1362
Contact, channel resistance: 2.00, 35.61 kohm
Sheet density: 3.195e+12 cm^-2
Fermi level above subband edge: 8.5 meV
Thermal energy at 300 K: 25.9 meV
Capacitance change from centroid: -1.16 %
Oxide field: 1.50 MV/cm (breakdown roughly 10)
log10(tunnel leakage / drain current): -68
Self-heating across oxide: 1.0e-05 K
verified
```
